\section*{Initial Sticking Probability Is Not the Average over a Saturating Pulse}

\section{What one number is asked to do}

In atomic layer deposition a wafer is exposed to a pulse of precursor vapour. Molecules strike the surface, some react and stay, and the rest return to the gas. Reaction uses up the sites, so the surface eventually stops taking material. Suppose that one impact in a hundred leads to reaction on the fresh surface. How many impacts are needed to fill 99 percent of the sites?

A quick answer divides the number of molecules to be adsorbed by 0.01. It treats the initial sticking probability as the average reaction probability of the whole pulse. The belief has a sound basis: the initial value is a well-defined property of the fresh surface at given conditions, and at low coverage the division is accurate. One may also expect the later decline to cost a factor of about two, since the probability falls from its full value to nearly zero. For Langmuir uptake to 99 percent, however, the average is 21.5 percent of the initial value. The reason lies in what is being averaged over.

\section{Averaging over impacts}

Let $N$ be the number of molecules adsorbed per area at saturation, $\theta$ the coverage relative to saturation, and $s(\theta)$ the probability that one impact ends in adsorption. The initial sticking probability is $s_0=s(0)$. Let $\Phi(t)$ be the number of impacts per area and time. The surface starts empty, adsorption is irreversible, and for now all sites are equivalent and the flux is uniform over the area.

The impacts per area accumulated up to time $t$ are
\begin{equation}
F(t)=\int_0^t\Phi(t')\,dt' .
\end{equation}
Of $dF$ new impacts, $s\,dF$ lead to adsorption, which raises the adsorbed density by $N\,d\theta$:
\begin{equation}
N\,d\theta=s(\theta)\,dF .
\label{balance}
\end{equation}
The average reaction probability is the number adsorbed divided by the number of impacts, $\langle s\rangle=N\theta/F$. Dividing \eqref{balance} by $s$ and integrating from the empty surface gives
\begin{equation}
F=N\int_0^\theta\frac{d\theta'}{s(\theta')},
\qquad
\langle s\rangle=\frac{\theta}{\displaystyle\int_0^\theta d\theta'/s(\theta')} .
\label{harmonic}
\end{equation}
This is the harmonic mean of $s$ over coverage. Each equal step in coverage costs a number of impacts proportional to $1/s$, so the stages with low probability receive the most impacts and carry the most weight.

Langmuir uptake means that an impact can react only if it lands on an empty site, and then does so with probability $s_0$. Thus $s=s_0(1-\theta)$, and
\begin{equation}
\frac{s_0F}{N}=\int_0^\theta\frac{d\theta'}{1-\theta'}
=\ln\frac{1}{1-\theta}.
\label{dose}
\end{equation}
Therefore
\begin{equation}
\boxed{\frac{\langle s\rangle}{s_0}
=\frac{\theta}{\ln[1/(1-\theta)]}}
\label{main}
\end{equation}
and, at $\theta=0.99$,
\begin{equation}
\frac{\langle s\rangle}{s_0}=\frac{0.99}{\ln 100}
=\frac{0.99}{4.605}=0.215 .
\end{equation}
The value of $s_0$ has cancelled. A more reactive precursor fills the surface with fewer impacts, but the ratio at a given final coverage is the same.

A random simulation follows the same process without using the logarithm. Impacts fell on a lattice of 200\,000 sites with $s_0=0.1$, and a site was filled by its first successful impact. Counting impacts until 99 percent of the sites were full gave an average of $0.2161\,s_0$, within 0.6 percent of \eqref{main}.

\section{Where the impacts go}

For small coverage the logarithm expands as $\theta+\theta^2/2+\theta^3/3+\cdots$, so that
\begin{equation}
\frac{\langle s\rangle}{s_0}
=\frac{1}{1+\theta/2+\theta^2/3+\cdots}
=1-\frac{\theta}{2}-\frac{\theta^2}{12}+\cdots .
\end{equation}
The quadratic coefficient is $-1/3$ from the first power of the bracket plus $1/4$ from its square. As $\theta\to0$ the average becomes $s_0$, which is the regime in which the belief works.

The expansion also shows why a factor of two seems reasonable. The arithmetic mean over coverage is
\begin{equation}
\frac1\theta\int_0^\theta s_0(1-\theta')\,d\theta'
=s_0\left(1-\frac\theta2\right),
\end{equation}
which agrees with the impact average through first order. At 99 percent it is $0.505\,s_0$, more than twice the correct value. It gives equal weight to equal steps in coverage, although the later steps need many more impacts.

The other limit is full coverage. By \eqref{dose}, reaching 90 percent takes $s_0F/N=\ln10$, and reaching 99 percent takes $\ln100=2\ln10$. Filling the next 9 percent of the sites thus costs as many impacts as filling the first 90 percent. In the lattice simulation the first 90 percent took a fraction 0.503 of the impacts.

The average to 90 percent is $0.391\,s_0$; to 99.9 percent it is $0.145\,s_0$. As $\theta\to1$ the logarithm diverges and the average tends to zero. An average reaction probability therefore needs a stated end point. In terms of the dose $x=s_0F/N$, equation \eqref{dose} gives $\theta=1-e^{-x}$, and
\begin{equation}
\frac{\langle s\rangle}{s_0}=\frac{\theta}{x}=\frac{1-e^{-x}}{x}.
\label{overdose}
\end{equation}
For long exposure this falls as $1/x$: impacts still accumulate, but hardly any more molecules can be adsorbed.

\section{A pulse of trimethylaluminium}

Take trimethylaluminium vapour, assumed monomeric, on hydroxylated alumina at 473 K. The precursor pressure is 10 mTorr in 1 Torr of nitrogen. Let $s_0=0.01$ and $N=4.0\ \mathrm{nm^{-2}}$, counted as adsorbed aluminium. These are rough typical values.

For a gas of density $n=p/(k_BT)$, the flux onto a wall is the density times the integral of the normal velocity over the half of the Maxwell distribution that moves toward the wall:
\begin{align}
\Phi_0&=n\int_0^\infty v\sqrt{\frac{m}{2\pi k_BT}}\,
e^{-mv^2/(2k_BT)}\,dv\nonumber\\
&=n\sqrt{\frac{k_BT}{2\pi m}}
=\frac{p}{\sqrt{2\pi m k_BT}} .
\end{align}
The integral $\int_0^\infty v\,e^{-mv^2/(2k_BT)}dv=k_BT/m$ gives the second line. With a molecular mass of 72.09 u, $\Phi_0=1.90\times10^4\ \mathrm{nm^{-2}\,s^{-1}}$. The initial filling rate per site is
\begin{equation}
k=\frac{s_0\Phi_0}{N}=47.6\ \mathrm{s^{-1}} .
\end{equation}

At constant flux, the time to 99 percent, evaluated with the unrounded rate, is
\begin{equation}
t_{99}=\frac{\ln100}{k}=\frac{4.605}{47.6\ \mathrm{s^{-1}}}
=96.8\ \mathrm{ms}.
\end{equation}
In this time 1842 molecules strike each square nanometre and $0.99\times4.0=3.96$ stay. Their ratio is $\langle s\rangle=0.00215$, against $s_0=0.01$.

Using $s_0$ throughout gives instead
\begin{equation}
t_{\rm wrong}=\frac{0.99}{k}=20.8\ \mathrm{ms},
\end{equation}
which is too short by a factor $4.605/0.99=4.65$. The coverage after this pulse is $1-e^{-0.99}=0.628$, so more than a third of the sites remain empty.

The confusion can also run the other way. Suppose an experiment counts impacts and uptake to 99 percent, finds 0.00215, and the number is entered as $s_0$ in a Langmuir model. The decline with coverage is then counted twice. The predicted time is 450 ms, too long by the same factor of 4.65.

Continuing the pulse to 0.50 s gives $x=23.8$, and \eqref{overdose} gives $\langle s\rangle=0.042\,s_0$. The surface chemistry is unchanged; the average is lower because impacts on a full surface have been included.

\section{Impacts and seconds}

Equation \eqref{harmonic} holds for any history of the flux, because time has been replaced by accumulated impacts. An average over time is a different quantity. For a pulse of length $T$, write $\overline{s}=T^{-1}\int_0^T s\,dt$ and $\overline\Phi=F/T$. Then
\begin{equation}
\langle s\rangle-\overline s
=\frac{1}{T\,\overline\Phi}\int_0^T
(\Phi-\overline\Phi)(s-\overline s)\,dt ,
\label{covariance}
\end{equation}
as multiplying out the integrand shows. The integral equals
\begin{equation}
\frac{1}{2T}\int_0^T\!\!\int_0^T
[\Phi(t)-\Phi(t')][s(t)-s(t')]\,dt\,dt' .
\end{equation}
If the flux never decreases while $s$ falls, the two brackets have opposite signs or one vanishes. The time average is then at least as large as the impact average. The two agree for constant flux.

Let the flux rise as $\Phi_0(1-e^{-t/\tau})$ with $\tau=50$ ms, all else held fixed. Integration gives
\begin{equation}
\frac{F(t)}{\Phi_0}=t-\tau(1-e^{-t/\tau}) .
\end{equation}
This must reach 96.8 ms, which happens at $t=144$ ms. The impact average is still $0.215\,s_0$, but the time average is $0.341\,s_0$. The fresh, reactive surface spends part of the pulse waiting under a weak flux.

Both are probabilities per wall collision. Neither is the fraction of precursor consumed by a reactor, since a molecule that fails to react may strike again. At fixed reaction probability $s$, the chance of reaction in $j$ independent collisions is $1-(1-s)^j$, which can greatly exceed $s$.

\section{Beyond the Langmuir law}

The figure of 21.5 percent belongs to the law $s=s_0(1-\theta)$. Suppose instead that an arriving molecule enters a weakly bound precursor state and samples randomly chosen sites. Over an empty site it reacts with probability $p_a$, desorbs with probability $p_b$, or moves on. Over an occupied site it desorbs with probability $p_d$ or moves on. The total reaction probability $s$ obeys
\begin{equation}
s=(1-\theta)\left[p_a+(1-p_a-p_b)s\right]+\theta(1-p_d)s ,
\end{equation}
because a molecule that moves on faces the same odds again. Collecting the terms in $s$, the parts without $p_a$, $p_b$ or $p_d$ cancel:
\begin{equation}
s\left[(1-\theta)(p_a+p_b)+\theta p_d\right]=(1-\theta)p_a .
\end{equation}
At zero coverage $s_0=p_a/(p_a+p_b)$. Dividing by this value and defining $K=p_d/(p_a+p_b)$,
\begin{equation}
\frac{s}{s_0}=\frac{1-\theta}{1-\theta+K\theta}.
\label{kisliuk}
\end{equation}
If only a fixed fraction of impacts enters the precursor state, that fraction multiplies both $s$ and $s_0$ and cancels here. For the harmonic mean, write
\begin{equation}
\frac{s_0}{s}=\frac{1+(K-1)\theta}{1-\theta}
=\frac{K}{1-\theta}-(K-1),
\end{equation}
and integrate:
\begin{equation}
\frac{\langle s\rangle}{s_0}
=\frac{\theta}{K\ln[1/(1-\theta)]-(K-1)\theta} .
\end{equation}

At $K=1$ the Langmuir result returns. As $K\to0$ at fixed $\theta<1$, the average tends to $s_0$: a molecule above a filled site survives long enough to find an empty one. In this limit the original belief is correct. For $p_a=0.3$, $p_b=0.2$ and $p_d=0.1$, $K=0.2$ and the average to 99 percent is $0.578\,s_0$. A simulation on 20\,000 sites with these probabilities, in which each hop lands on a freshly chosen random site, gave $0.5775\,s_0$. A molecule that hops only between neighbouring sites revisits sites it has already sampled, and its average is somewhat lower than \eqref{kisliuk} implies. For $K=5$, where occupied sites expel the precursor readily, the average is $0.052\,s_0$.

If adsorption needs two independently chosen empty sites, $s=s_0(1-\theta)^2$. Then
\begin{equation}
\int_0^\theta\frac{d\theta'}{(1-\theta')^2}
=\frac{1}{1-\theta}-1=\frac{\theta}{1-\theta},
\qquad \langle s\rangle=s_0(1-\theta).
\end{equation}
At 99 percent this is 1 percent of $s_0$. The figure rests on the independence of the two sites. An immobile adsorbate that needs two adjacent sites jams at about 91 percent of a square lattice, and its average to 99 percent of that saturation is several times larger. The same initial value and final coverage are thus compatible with very different averages.

\section{Unequal sites and unequal flux}

Now let a fraction $w_i$ of the sites fill at relative rate $r_i$, each class following Langmuir uptake. With a common dose variable $y$, the mean coverage is
\begin{equation}
\bar\theta=1-\sum_iw_ie^{-r_iy},\qquad \sum_iw_i=1 .
\end{equation}
Initially $d\bar\theta/dy=\bar r$, with $\bar r=\sum_iw_ir_i$. By \eqref{balance} this must equal $(s_0/N)\,dF/dy$, where $s_0$ is the initial value for the whole surface. Hence $s_0F/N=\bar r y$. The same equations describe identical sites under unequal flux, with $w_i$ as area fractions, $r_i$ as relative fluxes, and $F$ as the mean number of impacts per area.

The exponential is convex, so its mean is at least its value at the mean rate:
\begin{equation}
1-\bar\theta=\sum_iw_ie^{-r_iy}\ge e^{-\bar r y}.
\end{equation}
Taking logarithms gives $\bar r y\ge\ln[1/(1-\bar\theta)]$, and therefore
\begin{equation}
\frac{\langle s\rangle}{s_0}=\frac{\bar\theta}{\bar r y}
\le\frac{\bar\theta}{\ln[1/(1-\bar\theta)]} .
\end{equation}
At fixed mean coverage, such a spread cannot raise the average. If half the area receives half the flux of the rest, the average to 99 percent falls to $0.168\,s_0$.

A wider spread of rates can lower it much further. Let 20 percent of the sites react ten times more slowly. Near the end the fast sites are full, so $0.2e^{-0.1y}\simeq0.01$ and $y\simeq10\ln20=30.0$. With $\bar r=0.8+0.02=0.82$,
\begin{equation}
\frac{\langle s\rangle}{s_0}\simeq\frac{0.99}{0.82\times30.0}=0.040 .
\end{equation}
The slow minority sets the length of the pulse but contributes little to the initial sticking.

\section{When the gas is depleted}

Uptake can also lower the precursor density at the wafer. Consider a stagnant carrier gas in a gap of height $L$, with the wafer at $z=0$. The precursor density $c(z,t)$ is zero at the start and is held at $c_0$ at $z=L$ thereafter. It obeys $\partial_tc=D\,\partial_z^2c$, and the uptake requires $D\,\partial_zc|_0=N\,d\theta/dt$. Multiply the diffusion equation by $L-z$ and integrate over the gap, by parts on the right:
\begin{equation}
\frac{d}{dt}\int_0^L(L-z)c\,dz
=-LN\frac{d\theta}{dt}+D[c_0-c(0,t)] .
\end{equation}
Integrate over time and solve for $t$:
\begin{equation}
t=\int_0^t\frac{c(0,t')}{c_0}dt'+\frac{NL\theta}{Dc_0}
+\frac{1}{Dc_0}\int_0^L(L-z)c\,dz .
\end{equation}
The wall flux is $\Phi_0c(0,t)/c_0$, so the first term is $F/\Phi_0$, the time required at constant flux $\Phi_0$. Near saturation $c$ is close to $c_0$ throughout the gap, and the last integral is close to $c_0L^2/2$. Thus
\begin{equation}
t\simeq\frac{N}{s_0\Phi_0}\ln\frac1{1-\theta}
+\frac{NL\theta}{Dc_0}+\frac{L^2}{2D}.
\end{equation}

For a 10 mm gap, a hard-sphere estimate with a rough collision diameter of 0.5 nm gives $D\simeq129\ \mathrm{cm^2/s}$. The three terms are 96.8, 15.0 and 3.9 ms, in total 115.7 ms. Direct solution of the diffusion problem also gives 115.7 ms. The pulse is 19 percent longer than at constant flux: 15.0 ms come from the uptake and 3.9 ms from filling the initially empty gap. The average per impact remains $0.215\,s_0$, because in this laterally uniform gap the impacts are delayed but the number needed is unchanged. If the gas is instead depleted along the wafer, different areas receive different doses, and the average is lower, as in the previous section.

\section{What a real process changes}

For trimethylaluminium on alumina, the assumed $s_0$ is uncertain at the level of its order of magnitude, and the pulse time without depletion scales as $1/s_0$. The ratio in \eqref{main} does not share that uncertainty, but it relies on the Langmuir law and on equivalent sites. Real hydroxylated surfaces offer different local environments, and adsorbed ligands can hinder later reactions. The slow-site example shows that differences between sites can move the ratio strongly, there from 0.215 to 0.040; its parameters are illustrative, not measured for this surface.

Two other effects can be sized. Sticking distorts the velocity distribution near the wall. In the diffusion approximation the incoming flux is the equilibrium value plus half the net flux $s\Phi$, a relative correction of about $s_0/2=0.5$ percent at the start. Desorption adds a loss $-k_d\theta$ to the rate equation, and the steady coverage becomes $k/(k+k_d)$. It equals 99 percent when $k_d=k/99=0.48\ \mathrm{s^{-1}}$. With an assumed attempt rate of $10^{13}\ \mathrm{s^{-1}}$, this corresponds to a barrier
\begin{equation}
E_d=k_BT\ln\frac{10^{13}}{0.48}=1.25\ \mathrm{eV}.
\end{equation}
For a lower barrier, at this pressure and temperature, no pulse length reaches 99 percent of the sites. This is a threshold, not a condition for irreversibility: the time to 99 percent diverges as the barrier approaches it from above, and at $k_d=0.48\ \mathrm{s^{-1}}$ the layer lasts only about 2 s once the pulse ends. Each factor of ten in the assumed attempt rate shifts the barrier by $k_BT\ln10=0.094$ eV.

A saturation time can therefore be computed from $s_0$ only together with a law for its decline. For irreversible uptake on equivalent sites under uniform flux, that law enters through the harmonic mean \eqref{harmonic}. The values used here are listed in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Temperature: 473 K
Precursor pressure: 10 mTorr
Nitrogen pressure: 1.0 Torr
Precursor monomer mass: 72.09 u
Initial sticking probability s0: 0.010
Saturation density: 4.0 nm^-2
Impact flux: 1.902e+04 nm^-2 s^-1
Initial filling rate per site: 47.56 s^-1
Average/s0 to coverage 0.5: 0.7213
Average/s0 to coverage 0.9: 0.3909
Average/s0 to coverage 0.99: 0.2150
Average/s0 to coverage 0.999: 0.1446
ln(100): 4.6052
Average reaction probability to 99%: 0.00215
Arithmetic mean over coverage / s0: 0.5050
Lattice simulation, average/s0: 0.2161
Lattice, impacts to 90% / to 99%: 0.5031
Impacts per nm^2 to 99%: 1842.1
Pulse to 99%: 96.83 ms
Mistaken pulse using s0: 20.82 ms
True coverage after mistaken pulse: 0.6284
Error factor in pulse time: 4.652
Pulse if average is used as s0: 450.4 ms
Long pulse: 0.50 s
Average/s0 in long pulse: 0.0421
Flux rise time: 50 ms
Rising pulse, time to 99%: 144.0 ms
Rising pulse, impact average/s0: 0.2150
Rising pulse, time average/s0: 0.3410
Precursor pa, pb, pd: 0.3, 0.2, 0.1
Precursor K=0.2, average/s0: 0.5779
Precursor K=5.0, average/s0: 0.0519
Hopping simulation, K=0.2, average/s0: 0.5775
Second-order uptake, average/s0: 0.0100
Slow sites: fraction 0.2, relative rate 0.1
With slow sites, average/s0: 0.0403
Half the area at relative flux 0.5: average/s0 0.1679
Diffusion gap: 10 mm
Assumed collision diameter: 0.5 nm
Estimated diffusivity: 129.4 cm^2/s
Delay from gas supply: 14.99 ms
Delay from filling the gap: 3.86 ms
Pulse with depletion, formula: 115.68 ms
Pulse with depletion, resolved: 115.66 ms
Resolved gap, impact average/s0: 0.2150
Velocity-distribution correction, about s0/2: 0.50 %
Desorption rate limiting coverage to 99%: 0.480 s^-1
Assumed desorption attempt rate: 1e+13 s^-1
Corresponding desorption barrier: 1.250 eV
\end{verbatim}
